# Satellite wavevectors of a six-valley donor density in silicon

## Two valleys, then four

Take an electron shared equally between two valleys at $\pm k_0\hat{\mathbf x}$. Represent each Bloch function by one plane wave, and let both valleys have the same slowly varying real envelope $F$. Then

$$\psi=\frac{F}{\sqrt2}\left(e^{ik_0x}+e^{-ik_0x}\right)=\sqrt2\,F\cos k_0x,$$
$$|\psi|^2=2F^2\cos^2k_0x=F^2(1+\cos2k_0x).$$

The wavefunction contains $\pm k_0$, but the density contains $0$ and $\pm2k_0$. A density is built from products $\psi^*\psi$, so its wavevectors are differences of valley wavevectors.

Now add two valleys at $\pm k_0\hat{\mathbf y}$. With four equal coefficients $1/2$, $\psi=F(\cos k_0x+\cos k_0y)$, and

$$\frac{|\psi|^2}{F^2}=1+\tfrac12\cos2k_0x+\tfrac12\cos2k_0y+2\cos k_0x\cos k_0y .$$

The last term equals $\cos k_0(x+y)+\cos k_0(x-y)$. It brings in four diagonal wavevectors $k_0(\pm1,\pm1,0)$ of length $\sqrt2k_0$. Since $\cos\theta=(e^{i\theta}+e^{-i\theta})/2$, each diagonal exponential has weight $1/2$, while each exponential at $\pm2k_0$ has weight $1/4$. The factor of two arises because a diagonal wavevector can be formed in two ways:

$$k_0(1,1,0)=\mathbf k_x-\mathbf k_{\bar y}=\mathbf k_y-\mathbf k_{\bar x},$$

where a bar marks the opposite valley. Silicon adds a third axis.

## The six-valley state

The conduction-band minima of silicon lie at

$$\mathbf k_j\in\{\pm k_0\hat{\mathbf x},\ \pm k_0\hat{\mathbf y},\ \pm k_0\hat{\mathbf z}\}.$$

For a substitutional donor at the origin, the A1 state is the fully symmetric valley combination:

$$\psi(\mathbf r)=\frac1{\sqrt6}\sum_{j=1}^{6}F_j(\mathbf r)\,e^{i\mathbf k_j\cdot\mathbf r}.$$

The envelopes are real and positive, each satisfies $\int F_j^2\,d^3r=1$, and opposite valleys share one envelope, $F_j=F_{\bar j}$. Envelopes on different axes may differ in orientation. Multiplying $\psi$ by its conjugate gives

$$|\psi|^2=\frac16\sum_{j,l}F_jF_l\,e^{i\mathbf Q_{lj}\cdot\mathbf r},\qquad \mathbf Q_{lj}=\mathbf k_l-\mathbf k_j .$$

There are $6\times6=36$ ordered pairs $(l,j)$.

## Counting the differences

Write $\mathbf k_l=s'k_0\mathbf e_\beta$ and $\mathbf k_j=sk_0\mathbf e_\alpha$, with signs $s,s'=\pm1$ and axes $\alpha,\beta$. There are three cases.

**Same valley.** If $\alpha=\beta$ and $s'=s$, then $\mathbf Q=0$. This happens for 6 pairs.

**Opposite valleys.** If $\alpha=\beta$ and $s'=-s$, then $\mathbf Q=2s'k_0\mathbf e_\alpha$. Three axes and two signs give 6 pairs and 6 different vectors of length $2k_0$. Each vector comes from one ordered pair.

**Perpendicular valleys.** If $\alpha\ne\beta$, then $\mathbf Q=k_0(s'\mathbf e_\beta-s\mathbf e_\alpha)$, of length $\sqrt{1+1}\,k_0=\sqrt2k_0$. Each of the 6 valleys has 4 perpendicular partners, so there are 24 ordered pairs.

To find how many pairs share one such vector, fix $\mathbf Q=k_0(\sigma\mathbf e_1+\tau\mathbf e_2)$, where $\mathbf e_1,\mathbf e_2$ are two different axes and $\sigma,\tau=\pm1$. One valley of the pair must lie on each axis. Either $\mathbf k_l=\sigma k_0\mathbf e_1$, which forces $\mathbf k_j=-\tau k_0\mathbf e_2$, or $\mathbf k_l=\tau k_0\mathbf e_2$, which forces $\mathbf k_j=-\sigma k_0\mathbf e_1$. There is no third choice. The 24 pairs therefore give $24/2=12$ vectors, in agreement with three coordinate planes times four sign choices.

The full count is

$$36=6+6\times1+12\times2,$$

and the number of nonzero wavevectors is $6+12=18$.

The two pairs are related by

$$\mathbf k_l-\mathbf k_j=\mathbf k_{\bar j}-\mathbf k_{\bar l},$$

which follows from $\mathbf k_{\bar j}=-\mathbf k_j$. The replacement $(l,j)\to(\bar j,\bar l)$ leaves $\mathbf Q$ unchanged. For opposite valleys, $l=\bar j$, it returns the original pair; for perpendicular valleys it gives a different one.

With the origin included, the 19 points are $k_0(n_1,n_2,n_3)$ with integer $n_i$, even $n_1+n_2+n_3$ and $n_1^2+n_2^2+n_3^2\le4$. They are the centre and first two shells of a face-centred cubic lattice. The difference of two such integer triples also has an even sum, so distinct points are at least $\sqrt2k_0$ apart.

## Weights for equal envelopes

Suppose first that all $F_j$ equal one function $F$. Put $X=k_0x$, $Y=k_0y$, $Z=k_0z$. The six exponentials add to $2(\cos X+\cos Y+\cos Z)$, so

$$\frac{|\psi|^2}{F^2}=\frac46(\cos X+\cos Y+\cos Z)^2 .$$

Expanding the square and using $\cos^2X=(1+\cos2X)/2$,

$$\frac{|\psi|^2}{F^2}=\frac23\left[\frac32+\frac12(\cos2X+\cos2Y+\cos2Z)+2(\cos X\cos Y+\cos Y\cos Z+\cos Z\cos X)\right]$$
$$=1+\frac13(\cos2X+\cos2Y+\cos2Z)+\frac43(\cos X\cos Y+\cos Y\cos Z+\cos Z\cos X).$$

A cosine splits into two exponentials, so each $2k_0$ satellite has weight $\frac13\cdot\frac12=\frac16$. A product of two cosines splits into four, so each $\sqrt2k_0$ satellite has weight $\frac43\cdot\frac14=\frac13$. At the donor all exponentials equal one, and the weights add to

$$1+6\cdot\tfrac16+12\cdot\tfrac13=6 .$$

In this model the density at the donor is six times that of a single-valley state with the same envelope. Elsewhere the density falls to zero, wherever $\cos X+\cos Y+\cos Z=0$.

## Peaks of finite width

A localized density has a continuous Fourier transform, so a satellite is a peak around $\mathbf Q$. Define

$$n(\mathbf q)=\int|\psi|^2e^{-i\mathbf q\cdot\mathbf r}d^3r,\qquad \rho_{jl}(\mathbf p)=\int F_jF_l\,e^{-i\mathbf p\cdot\mathbf r}d^3r .$$

Inserting the pair sum gives

$$n(\mathbf q)=\frac16\sum_{j,l}\rho_{jl}(\mathbf q-\mathbf Q_{lj}).$$

Because $F_jF_l>0$, the triangle inequality gives $|\rho_{jl}(\mathbf p)|\le\int F_jF_l\,d^3r=\rho_{jl}(0)$. Each contribution is therefore largest at its own $\mathbf Q_{lj}$. If the envelope extends over many lengths $1/k_0$, the tails of the other peaks are small there, and

$$n(2k_0\hat{\mathbf x})\simeq\frac16,\qquad n\big(k_0(\hat{\mathbf x}+\hat{\mathbf y})\big)\simeq\frac{2S}{6}=\frac S3,\qquad S=\int F_xF_y\,d^3r .$$

The first height contains $\int F_x^2\,d^3r=1$. The second contains two equal terms, since $F_xF_{\bar y}=F_yF_{\bar x}=F_xF_y$. By the Cauchy–Schwarz inequality $S\le1$, with equality for equal envelopes. Anisotropy lowers the height of the twelve satellites but leaves their double origin intact. If the envelope shrinks towards $1/k_0$, the peaks overlap and eighteen separate satellites can no longer be identified.

## An anisotropic envelope

The valley on the $z$ axis has mass $m_l$ along $z$ and $m_t$ across it. A suitable trial function is

$$F_z=\frac{1}{\sqrt{\pi a^2b}}\exp\left(-\sqrt{\frac{x^2+y^2}{a^2}+\frac{z^2}{b^2}}\right).$$

Scaled coordinates $\mathbf u=(x/a,y/a,z/b)$ turn it into the normalized function $\varphi=\pi^{-1/2}e^{-u}$. Since $|\nabla_u\varphi|^2=\varphi^2$ and the three directions are equivalent, $\int|\partial\varphi/\partial u_i|^2d^3u=1/3$. In atomic units the kinetic energy is

$$T=\frac1{2m_t}\cdot\frac2{3a^2}+\frac1{2m_l}\cdot\frac1{3b^2}=\frac1{3m_ta^2}+\frac1{6m_lb^2}.$$

For the Coulomb energy, $r=u\sqrt{a^2-(a^2-b^2)\mu^2}$, where $\mu$ is the cosine of the polar angle in scaled space. The radial factor is $\int\varphi^2u^{-1}d^3u=4\int_0^\infty u\,e^{-2u}du=1$. The angular average is

$$\int_0^1\frac{d\mu}{\sqrt{a^2-(a^2-b^2)\mu^2}}=\frac{\arcsin\sqrt{1-b^2/a^2}}{\sqrt{a^2-b^2}}.$$

With relative permittivity $\varepsilon$ the energy to be minimized is therefore

$$E(a,b)=\frac1{3m_ta^2}+\frac1{6m_lb^2}-\frac{\arcsin\sqrt{1-b^2/a^2}}{\varepsilon\sqrt{a^2-b^2}}.$$

The width of a $2k_0$ satellite also follows in closed form. With $\kappa^2=a^2(p_x^2+p_y^2)+b^2p_z^2$,

$$\rho_{zz}(\mathbf p)=\frac4\kappa\int_0^\infty u\,e^{-2u}\sin\kappa u\,du=\frac4\kappa\cdot\frac{4\kappa}{(4+\kappa^2)^2}=\frac1{(1+\kappa^2/4)^2}.$$

This is one half when $\kappa=2\sqrt{\sqrt2-1}\simeq1.287$. The half-width at half height is thus $1.287/b$ along the valley axis and $1.287/a$ across it.

For $S$, write $F_j=(\pi a^2b)^{-1/2}e^{-rg_j}$, where $g_j$ depends on direction alone. Since $\int_0^\infty r^2e^{-r(g_x+g_y)}dr=2/(g_x+g_y)^3$,

$$S=\frac1{\pi a^2b}\int\frac{2\,d\Omega}{(g_x+g_y)^3}.$$

Multiplying $a$ and $b$ by a common factor leaves $S$ unchanged, so it depends only on $b/a$.

## Numbers for a shallow donor

The model inputs, chosen to resemble silicon rather than quoted as measurements, are lattice constant $a_L=5.43$ Å, $k_0=0.85\,(2\pi/a_L)$, $m_t=0.19$, $m_l=0.92$ and $\varepsilon=11.7$. They give $k_0=0.984$ Å⁻¹, and hence

- six satellites at $2k_0=1.967$ Å⁻¹, with period $2\pi/(2k_0)=3.19$ Å (0.319 nm);
- twelve at $\sqrt2k_0=1.391$ Å⁻¹, with period 4.52 Å (0.452 nm).

Minimizing $E$ gives $a=24.4$ Å, $b=14.0$ Å and $E=-0.0296$ eV. The half-widths of a $2k_0$ satellite are $1.287/14.0=0.092$ Å⁻¹ along its valley axis and $1.287/24.4=0.053$ Å⁻¹ across it. Both are far below the smallest peak spacing, 1.391 Å⁻¹.

The overlap is $S=0.887$, so the twelve satellites should have height $0.887/3=0.296$, against $0.333$ for equal envelopes. Direct three-dimensional integration of $|\psi|^2$ gives 0.2958 at $\sqrt2k_0$ and 0.1667 at $2k_0$. The height ratio is $0.2958/0.1667=1.77$ instead of 2: there are still two contributions, each reduced by $S$. At $(k_0,0,0)$, which lies at distance $k_0$ from six peaks, the transform is 0.000565, or 0.3% of the $2k_0$ height. The integral at $\mathbf q=0$ is 1.00015; the excess over one comes from satellite tails, because the trial state was normalized valley by valley.

These digits belong to the one-exponential trial function. Solving the same envelope equation in a larger Gaussian basis changes the energy by less than 0.0001 eV, but lowers $S$ by about 0.011 to 0.876 and the $\sqrt2k_0$ height to about 0.292. The half-width along the valley axis rises from 0.092 to 0.094 Å⁻¹.

## When two contributions do not add

For general valley coefficients $c_j$ and equal envelopes, the weight at $\mathbf Q$ is

$$W(\mathbf Q)=\sum_{\mathbf k_l-\mathbf k_j=\mathbf Q}c_j^*c_l .$$

In A1 every product is $+1/6$, and two of them add to $1/3$. Consider instead

$$(c_x,c_{\bar x},c_y,c_{\bar y},c_z,c_{\bar z})=\tfrac12(1,1,1,-1,0,0).$$

For $\mathbf Q=k_0(1,1,0)$ the two products are $c_{\bar y}^*c_x=-\frac14$ and $c_{\bar x}^*c_y=+\frac14$, which cancel. In real space $\psi=F(\cos X+i\sin Y)$, so $|\psi|^2=F^2(\cos^2X+\sin^2Y)$ has no cross term. All $\sqrt2k_0$ satellites are absent. Double origin is a matter of counting; double height also needs equal phases, which A1 supplies.

Strain offers another limit. If it lowers two opposite valleys so far that the others are empty, the state is the two-valley case of the opening, with two satellites of weight $1/2$.

Temperature acts through the five other 1s valley states. Let A1 have probability $p$ and each of the others $(1-p)/5$, and give all six states the same set of envelopes $F_j$. Completeness of the six coefficient vectors means that $c_j^*c_l$, summed over all states, vanishes for $j\ne l$. The five excited states together therefore contribute $-1/6$, and the thermal average is

$$\overline{c_j^*c_l}=\frac p6-\frac{1-p}5\cdot\frac16=\frac16\left[p-\frac{1-p}5\right].$$

The bracket multiplies every satellite. If the five states are degenerate at $\Delta$ above A1, then $p=1/(1+5e^{-\Delta/k_BT})$. For a rough $\Delta=0.012$ eV the bracket is 1.00 at 4 K and 0.46 at 77 K. The second value refers only to electrons in the 1s states. At 77 K a few percent of the bound electrons occupy higher states, and for a binding energy of 0.045 eV roughly 60% of uncompensated donors are ionized at $10^{15}$ cm⁻³ and 30% at $10^{16}$ cm⁻³. For $k_BT\gg\Delta$, $p\to1/6$ and the satellites vanish, provided the electron is still bound in these states.

## What full Bloch functions change

A Bloch function is $\phi_j=e^{i\mathbf k_j\cdot\mathbf r}u_j$, with $u_j=\sum_{\mathbf G}A_j(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$ and $\sum_{\mathbf G}|A_j|^2=1$. Then

$$\phi_j^*\phi_l=\sum_{\mathbf G}C_{lj}(\mathbf G)e^{i(\mathbf Q_{lj}+\mathbf G)\cdot\mathbf r},\qquad C_{lj}(\mathbf G)=\sum_{\mathbf G'}A_j^*(\mathbf G')A_l(\mathbf G'+\mathbf G).$$

Each satellite acquires the factor $C_{lj}(0)=\langle u_j|u_l\rangle$ and has copies displaced by reciprocal-lattice vectors. The eighteen are then representatives, one for each set of copies.

The double contribution survives. Without spin-orbit coupling, $\phi_j^*$ is the Bloch function of the opposite valley up to a phase. Choosing every $\phi_j$ positive at the donor, as the equal-sign A1 sum requires, fixes that phase: $\phi_{\bar j}=\phi_j^*$. Hence

$$\phi_{\bar l}^*\phi_{\bar j}=\phi_l\phi_j^*,$$

so the two pairs give the same function of position, copies included.

The heights change greatly. A local empirical pseudopotential with rough form factors, evaluated at the same $k_0$, gives the plane wave $e^{i\mathbf k_j\cdot\mathbf r}$ a weight of only 0.13 in its Bloch function. The factors are $-0.16$ at $2k_0$ and $+0.42$ at $\sqrt2k_0$. The estimated heights become $-0.16/6=-0.027$ and $0.42\times0.296=0.12$; the six outer satellites change sign. The largest copies have factors 0.35 for the $2k_0$ class and 0.33 for the $\sqrt2k_0$ class, so a copy can exceed its parent. Enlarging the basis from 169 to 283 plane waves moves these factors by at most about 0.0001. That measures basis convergence, not the accuracy of the potential, which omits nonlocality, spin-orbit coupling and the true core. The potential matters much more: changing its three form factors from $(-0.21,0.04,0.08)$ to $(-0.224,0.055,0.072)$ Ry moves the two satellite factors from $-0.16$ and $+0.42$ to about $-0.205$ and $+0.39$, and a self-consistent LDA potential built on a local ionic pseudopotential gives $-0.23$ and $+0.38$. The signs stay the same, but the second digit is not reliable.

Symmetry forbids some of the copies. For the valley pair on the $x$ axis, $\phi_{\bar x}^*\phi_x=\phi_x^2$. The crystal has a screw operation along $x$: a quarter turn with a shift $a_L/4$. It multiplies the nondegenerate $\phi_x$ by a phase $\lambda$, and $\phi_x^2$ by $\lambda^2$. A component $e^{iqx}$ of $\phi_x^2$ must then satisfy $e^{iqa_L/4}=\lambda^2$. The component at $q=2k_0$ is present, so $\lambda^2=e^{ik_0a_L/2}$. At $q=2k_0-4\pi/a_L$ the left side has an extra factor $e^{-i\pi}=-1$, so that component is zero.

## Reading the model beside real silicon

The parameters are in the regime of phosphorus in silicon, whose binding energy is roughly 0.045 eV, against 0.030 eV here. The missing part is attributed to the central-cell potential, which the envelope calculation leaves out. If it shrinks both radii as the inverse square root of the binding energy, they scale by $\sqrt{0.0296/0.045}=0.81$. The half-width along the valley axis then grows from 0.092 to 0.114 Å⁻¹, while $S$ is unchanged at fixed $b/a$. This uniform scaling is only a rough guide, because a short-range potential draws in the centre of the envelope more than its tail. Adding a Gaussian well $-V_0e^{-r^2/r_c^2}$ to the envelope equation, with $r_c$ between 2 and 4 bohr and $V_0$ tuned to a binding energy of 0.045 eV, gives a half-width of about 0.15 Å⁻¹ and $S\simeq0.86$. In both estimates the half-widths stay well below the 1.391 Å⁻¹ spacing of the eighteen satellites of the simple model, but the well fattens the tails: the transform at $(k_0,0,0)$ rises from 0.3% to between 9% and 17% of the $2k_0$ height. With full Bloch functions the peaks are much closer. Copies of other pairs lie 0.49 Å⁻¹ from each satellite, and some copies are only 0.35 Å⁻¹ apart. Midway between those, the magnitude is about 15% of the peak without the well and about 43% with it ($r_c=3$ bohr). The overlapping tails also move the $2k_0$ height from $-0.027$ to about $-0.02$. For the heights, the largest error sized here is the single-plane-wave assumption: it overstates the $\sqrt2k_0$ height by a factor of about 2.4 to 2.6, depending on the potential, and gives the wrong sign at $2k_0$, according to the pseudopotential estimate. In devices, strain, electric fields and nearby interfaces can also make the valley populations unequal, which alters the weights through $c_j^*c_l$. The positions and the pair count are the dependable part of the simple model; its heights should not be used as predictions for silicon. The remaining values are in the numerical output.

## Computed results

```
input lattice constant (rough): 5.43 angstrom
input k0/(2pi/lattice) (rough): 0.85
input masses m_t, m_l (rough): 0.19, 0.92 electron masses
input relative permittivity (rough): 11.7
ordered pairs, all: 36
ordered pairs with Q=0: 6
satellites at 2k0: 6, pairs each: 1
satellites at sqrt2 k0: 12, pairs each: 2
satellites in all, from density FFT: 18
equal-envelope weight at 2k0: 0.1667
equal-envelope weight at sqrt2 k0: 0.3333
sum of all weights (density factor at donor): 6.0000
sqrt2 k0 satellites left in even-x/odd-y mixture: 0
k0: 0.9836 1/angstrom
2k0: 1.9671 1/angstrom
sqrt2 k0: 1.3910 1/angstrom
period at 2k0: 3.194 angstrom = 0.3194 nm
period at sqrt2 k0: 4.517 angstrom = 0.4517 nm
envelope radius a (across axis): 24.36 angstrom
envelope radius b (along axis): 13.97 angstrom
envelope energy, formula: -0.02961 eV
envelope energy, quadrature: -0.02961 eV
perpendicular-envelope overlap S: 0.8871
S/3: 0.2957
n(0), direct integration: 1.00015
n at 2k0, direct integration: 0.16673
n at sqrt2 k0, direct integration: 0.29576
n at (k0,0,0), no satellite: 0.000565
largest direct-minus-pair-sum difference: 5.9e-06
2k0 half-width along valley axis: 0.0922 1/angstrom
2k0 half-width across valley axis: 0.0528 1/angstrom
input binding energy (rough): 0.045 eV
central-cell radius scale factor: 0.811
half-width along axis after contraction: 0.1136 1/angstrom
input valley-orbit splitting (rough): 0.012 eV
thermal satellite factor at 4 K: 1.0000
thermal satellite factor at 77 K: 0.4595
pseudopotential form factors (rough), |G|^2=3,8,11: -2.857, 0.544, 1.088 eV
plane waves, coarse and fine: 169, 283
band minimum k/(2pi/lattice): 0.8537
  shift from coarse basis: +0.0000
weight of plane wave exp(i k_j r) in Bloch state: 0.1348
  shift from coarse basis: +0.0000
largest single plane-wave weight: 0.1995
Bloch factor on 2k0 height: -0.1618
  shift from coarse basis: +0.0000
Bloch factor on sqrt2 k0 height: +0.4158
  shift from coarse basis: -0.0000
largest G-copy factor, 2k0 class: 0.3543 at |Q+G| = 1.826 1/angstrom
  shift from coarse basis: +0.0000
largest G-copy factor, sqrt2 k0 class: 0.3254 at |Q+G| = 1.882 1/angstrom
  shift from coarse basis: -0.0001
```
